\section*{Reactive heat capacity of a dissociating dimer vapour at constant pressure}

\section{Heat that changes the composition}

\textbf{Q.} A molecule takes up heat in translation, rotation and vibration. Why should a vapour of dimers need any other term in its heat capacity?

\textbf{A.} Because warming it also changes what it consists of. Let a closed sample be prepared as $N_0$ dimers D, which dissociate by $\mathrm{D}\rightleftharpoons 2\mathrm{M}$. When a fraction $a$ has dissociated, there are $N_0(1-a)$ dimers, $2aN_0$ monomers and $N_0(1+a)$ molecules in all. I take the vapour to be ideal, so the enthalpies per molecule, $h_D$ and $h_M$, depend on $T$ alone. The enthalpy per initial dimer is
\begin{equation}
H=(1-a)h_D+2a\,h_M .
\end{equation}
At constant pressure $p$, with $c_D=dh_D/dT$ and $c_M=dh_M/dT$, the product rule gives
\begin{equation}
C_p=\frac{dH}{dT}=\underbrace{(1-a)c_D+2a\,c_M}_{\text{frozen}}+\underbrace{h\,\frac{da}{dT}}_{C_r},\qquad h=2h_M-h_D .
\label{split}
\end{equation}
The frozen part is the one you describe. The reactive part $C_r$ is the heat $h$ of one dissociation times the number of dissociations per kelvin. The algebra holds in atomic units with Boltzmann's constant $k$ kept.

\textbf{Q.} Then everything hangs on $da/dT$, and you have not said what fixes $a$.

\textbf{A.} I assume that the temperature changes slowly enough for chemical equilibrium to hold throughout. Then $a$ minimizes the Gibbs energy per initial dimer, $G=(1-a)\mu_D+2a\mu_M$, with
\begin{equation}
\mu_i=g_i(T)+kT\ln\frac{x_i\,p}{p^\circ},\qquad x_D=\frac{1-a}{1+a},\quad x_M=\frac{2a}{1+a},
\end{equation}
where $p^\circ=1$ bar and $g_i$ is the standard chemical potential. Differentiating $G$ gives $2\mu_M-\mu_D$ plus the terms in which the $\mu_i$ themselves change. The latter cancel:
\begin{equation}
kT(1+a)\left[x_D\frac{d\ln x_D}{da}+x_M\frac{d\ln x_M}{da}\right]
=kT(1+a)\frac{d(x_D+x_M)}{da}=0 ,
\end{equation}
since the mole fractions sum to one. Hence $2\mu_M=\mu_D$. With $K=\exp[-(2g_M-g_D)/kT]$ this reads
\begin{equation}
K=\frac{x_M^2}{x_D}\frac{p}{p^\circ}
=\frac{4a^2}{(1+a)^2}\,\frac{1+a}{1-a}\,\frac{p}{p^\circ}
=\frac{4a^2}{1-a^2}\,\frac{p}{p^\circ}.
\label{mass}
\end{equation}
Multiplying out, $K(1-a^2)=4a^2p/p^\circ$, so
\begin{equation}
a=\sqrt{\frac{K}{K+4p/p^\circ}} .
\label{a}
\end{equation}
It is a minimum, because $d^2G/da^2=kT\,d\ln[a^2/(1-a^2)]/da=2kT/[a(1-a^2)]$ is positive.

\section{The temperature slope}

\textbf{Q.} You will now use the van 't Hoff equation. But $h$ varies with temperature, since $c_D\neq 2c_M$ in general. Does that not add a term?

\textbf{A.} It does not. Write $2g_M-g_D=h-Ts$, with $s$ the standard entropy of dissociation, and differentiate $\ln K=-(h-Ts)/(kT)$:
\begin{align}
\frac{d\ln K}{dT}&=\frac{h-Ts}{kT^2}-\frac{1}{kT}\left(\frac{dh}{dT}-s-T\frac{ds}{dT}\right)\nonumber\\
&=\frac{h}{kT^2}-\frac{1}{kT}\left(\frac{dh}{dT}-T\frac{ds}{dT}\right)=\frac{h}{kT^2}.
\label{vh}
\end{align}
The terms in $s$ cancel. The last bracket vanishes because, at the fixed standard pressure, $dh/dT=\Delta c$ and $ds/dT=\Delta c/T$, where $\Delta c=2c_M-c_D$. The $h$ in (\ref{vh}) is the value at the actual temperature.

\textbf{Q.} And the response of $a$ to $K$?

\textbf{A.} Take the logarithm of (\ref{mass}) and differentiate at fixed $p$:
\begin{equation}
\frac{d\ln K}{da}=\frac{2}{a}+\frac{2a}{1-a^2}=\frac{2(1-a^2)+2a^2}{a(1-a^2)}=\frac{2}{a(1-a^2)} .
\end{equation}
Dividing (\ref{vh}) by this slope,
\begin{equation}
\frac{da}{dT}=\frac{a(1-a^2)}{2}\,\frac{h}{kT^2},
\label{slope}
\end{equation}
and insertion in (\ref{split}) gives
\begin{equation}
C_r=\frac{h^2\,a(1-a^2)}{2kT^2}.
\label{main}
\end{equation}
For one mole of initial dimers, multiply by Avogadro's number $N_A$. With $h_{\rm m}=N_Ah$ and $R=N_Ak$, the right side becomes $h_{\rm m}^2a(1-a^2)/(2RT^2)$. Per molecule present, divide by $1+a$.

\textbf{Q.} Why the square? Heat is proportional to $h$, not to $h^2$.

\textbf{A.} One factor $h$ is the heat absorbed per dissociation. The other, from (\ref{vh}), says how strongly temperature moves the equilibrium. If $h$ were negative, warming would drive association, which would then absorb heat, so $C_r$ is never negative. It vanishes when $h=0$, and for finite $h$ in the limits $a\to0$ and $a\to1$, where the equilibrium is so one-sided that a small relative change of $K$ hardly moves $a$.

\section{A second road to the same factor}

\textbf{Q.} The factor $a(1-a^2)/2$ still looks like an accident of algebra. Does it mean anything?

\textbf{A.} It is the variance of the number of dissociated dimers, per initial dimer. Let $n$ dimers be dissociated in a sample held at $T$ and $p$. Each molecular partition function is proportional to volume, $q_i=V\varphi_i(T)$. The volume integral
\begin{equation}
\int_0^\infty V^{N_0+n}e^{-pV/kT}\,dV=(N_0+n)!\left(\frac{kT}{p}\right)^{N_0+n+1}
\end{equation}
then gives, up to a factor independent of $n$, the weight
\begin{equation}
w(n)=\frac{(N_0+n)!}{(N_0-n)!\,(2n)!}\left(\frac{Kp^\circ}{p}\right)^{n}.
\end{equation}
Here I used $g_i=-kT\ln(\varphi_i kT/p^\circ)$, so that $K=\varphi_M^2kT/(\varphi_Dp^\circ)$. For large numbers Stirling's formula yields
\begin{equation}
\frac{d\ln w}{dn}=\ln\frac{(N_0+n)(N_0-n)}{4n^2}+\ln\frac{Kp^\circ}{p}.
\end{equation}
Setting this to zero with $n=aN_0$ returns (\ref{mass}). The next derivative is
\begin{equation}
\frac{d^2\ln w}{dn^2}=\frac{1}{N_0+n}-\frac{1}{N_0-n}-\frac{2}{n}
=-\frac{1}{N_0}\,\frac{2}{a(1-a^2)} .
\end{equation}
Near its peak $w$ is Gaussian, with variance equal to minus the inverse of this curvature, $N_0a(1-a^2)/2$.

\textbf{Q.} And how does a variance become a heat capacity?

\textbf{A.} At fixed $T$ and $p$ the variance of the enthalpy is $kT^2$ times the heat capacity of the sample. It has two parts: the spread at given $n$, averaged over $n$, which is the frozen part, and the spread of the mean enthalpy as $n$ varies. That mean rises by $h$ per dissociation, so the second part is $h^2$ times the variance of $n$. Dividing by $N_0kT^2$ gives (\ref{main}).

\section{A precursor vapour}

\textbf{Q.} Is the effect large enough to matter in practice?

\textbf{A.} Take trimethylaluminium, an aluminium precursor for layer deposition, as pure vapour at 400 K and 10 Torr. Rough inputs are $h=0.88$ eV and $s=1.9$ meV/K. With $kT=0.03447$ eV,
\begin{equation}
\ln K=-25.53+22.05=-3.48,\qquad K=0.0308 .
\end{equation}
Since $p/p^\circ=0.01333$, equation (\ref{a}) gives
\begin{equation}
a=\sqrt{\frac{0.0308}{0.0308+0.0533}}=0.605,\qquad \frac{a(1-a^2)}{2}=0.1918 .
\end{equation}
The slope (\ref{slope}) and the reactive heat capacity follow:
\begin{align}
\frac{da}{dT}&=\frac{0.1918\times0.88}{0.03447\times400}\ \mathrm{K^{-1}}=0.01224\ \mathrm{K^{-1}},\\
C_r&=0.88\ \mathrm{eV}\times0.01224\ \mathrm{K^{-1}}=10.8\ \mathrm{meV/K}.
\end{align}
This is about 1.0 kJ/(mol K) per mole of initial dimers.

\textbf{Q.} Compared with what frozen part?

\textbf{A.} I use rough model values, $c_D=34k=2.93$ meV/K and $c_M=16k=1.38$ meV/K. Their difference $\Delta c=-2k$ follows from classical counting. Dissociation makes one more molecule, which adds $3k/2$ each for translation and rotation and $k$ for the $pV$ term, and it removes six vibrations worth $k$ each: $4k-6k=-2k$. The frozen part is then
\begin{equation}
0.395\times2.93+1.210\times1.38=2.83\ \mathrm{meV/K},
\end{equation}
so the reactive part is nearly four times as large.

\textbf{Q.} Has the sum been checked without using your formula?

\textbf{A.} Yes. The total heat capacity is also $-T\,d^2G_{\min}/dT^2$ at constant $p$, where $G_{\min}$ is found by numerical minimization over $a$. This gives 13.597 meV/K, as does the sum of the two parts. At 2, 10 and 50 Torr and five temperatures from 340 to 460 K, the largest difference was $1.7\times10^{-7}$ relative to $C_r$. An explicit sum over $w(n)$ with $N_0=4000$ gives a variance per initial dimer of 0.192, as does the factor in (\ref{main}); finite-size errors are of relative order $1/N_0$. These checks test the algebra for an ideal vapour, not the inputs.

\section{Where the maximum lies}

\textbf{Q.} Half dissociation sounds like the point of greatest response. Is it?

\textbf{A.} Not when $C_r$ is counted per initial dimer, as here. At fixed temperature, with pressure varied, $h$ is fixed and the maximum obeys
\begin{equation}
\frac{d}{da}\,\frac{a-a^3}{2}=\frac{1-3a^2}{2}=0,\qquad a=\frac{1}{\sqrt3}=0.577 .
\end{equation}
By (\ref{a}) this means $p=Kp^\circ/2$, or 11.5 Torr at 400 K. Counted per molecule present, the factor is $a(1-a)/2$ instead, and its maximum is indeed at $a=1/2$.

At fixed pressure, with temperature varied, $h^2/T^2$ changes too. Put $f=a(1-a^2)/2$ and set the derivative of $\ln C_r$ to zero:
\begin{equation}
\frac{2\Delta c}{h}+\frac{1-3a^2}{2f}\frac{da}{dT}-\frac{2}{T}=0 .
\end{equation}
Since $da/dT=fh/(kT^2)$, the factor $f$ cancels, and
\begin{equation}
1-3a^2=\frac{4kT}{h}\left(1-\frac{T\Delta c}{h}\right).
\end{equation}
For $h\gg kT$ and small $T|\Delta c|/h$, the peak lies slightly below $a=1/\sqrt3$. In the example it is at 394 K with $a=0.527$ and $C_r=11.1$ meV/K. Values at 10 Torr are:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $a$ & $C_r$ (meV/K) & frozen (meV/K)\\
340 & 0.0785 & 3.10 & 2.92\\
370 & 0.260 & 8.04 & 2.89\\
400 & 0.605 & 10.77 & 2.83\\
430 & 0.879 & 4.79 & 2.78\\
460 & 0.970 & 1.20 & 2.76
\end{tabular}
\end{center}

\textbf{Q.} What governs the two flanks?

\textbf{A.} On the cold side $a\ll1$, so (\ref{a}) gives $a\approx\frac12\sqrt{Kp^\circ/p}$ and $C_r\approx h^2a/(2kT^2)$. Apart from the slowly varying factor $h^2/T^2$, the square root makes the rise follow half the dissociation enthalpy. On the hot side $1-a^2\approx2(1-a)$, so $1-a\approx2p/(Kp^\circ)$ and $C_r\approx h^2(1-a)/(kT^2)$. The decay follows the full enthalpy and is therefore steeper when $\ln C_r$ is plotted against $1/T$.

The area is fixed as well, provided dissociation runs to completion. For constant $h$ and $s$, $K$ tends to $e^{s/k}$ at high temperature, so $a$ comes close to one only if $e^{s/k}\gg4p/p^\circ$, as in the example, where $s/k=22$. Then
\begin{equation}
\int C_r\,dT=h\int_0^1da=h .
\end{equation}
Quadrature of (\ref{main}) from 200 to 1500 K at 10 Torr, with $h$ held at 0.88 eV, gives 0.88000 eV. This is an integral over the model: the real vapour at 10 Torr condenses near room temperature and decomposes far below 1500 K, but in the model less than one per cent of the area lies below 295 K and much less above 600 K. Dividing this area by the peak height gives an effective width of about 80 K.

\section{Carrier gas and finite rates}

\textbf{Q.} May I insert the measured $a$ in (\ref{main}) when a carrier gas dilutes the precursor?

\textbf{A.} Not in general. Let there be $r$ inert molecules per initial dimer. Both mole fractions now have the denominator $1+a+r$, and at total pressure $p$
\begin{equation}
K=\frac{4a^2}{(1-a)(1+a+r)}\frac{p}{p^\circ}.
\end{equation}
Differentiating the logarithm at fixed $p$ and $r$, and using (\ref{vh}) as before,
\begin{equation}
C_r=\frac{h^2}{kT^2}\left[\frac2a+\frac1{1-a}-\frac1{1+a+r}\right]^{-1}.
\label{inert}
\end{equation}
For $r=0$ the last two terms combine to $2a/(1-a^2)$ and (\ref{main}) returns. For $r\to\infty$ at given $a$ the bracket tends to $2/a+1/(1-a)=(2-a)/[a(1-a)]$, so $a(1-a^2)/2$ is replaced by $a(1-a)/(2-a)$. The ratio of the two is $(1+a)(2-a)/2\le 9/8$, and the bracket grows with $r$, so inserting the measured $a$ in (\ref{main}) overestimates $C_r$ by at most 12.5 per cent.

With $r=10$, at the same 400 K and the same total pressure, $a$ rises to 0.886 and $C_r$ falls to 5.1 meV/K, about half. Most of the fall comes from the shift of $a$: the undiluted factor at $a=0.8856$ would be 0.0955, against 0.0916 from (\ref{inert}). The heat capacity of the carrier itself must be added to the frozen part.

\textbf{Q.} You also assumed equilibrium at every instant. What if the gas is heated quickly?

\textbf{A.} Then the reaction lags. Let dimers dissociate with rate constant $k_d$, and let monomers recombine at a rate per volume proportional to the square of their density. The monomer density is $2aN_0/V$, with $V=N_0(1+a)kT/p$, so the recombination rate per initial dimer, which is the rate per volume times $V/N_0$, is proportional to $a^2/(1+a)$ at fixed $T$ and $p$. It must balance dissociation at the equilibrium value $a_e$, which fixes its coefficient:
\begin{equation}
\frac{da}{dt}=k_d\left[(1-a)-\frac{1-a_e^2}{a_e^2}\,\frac{a^2}{1+a}\right].
\end{equation}
The derivative of $a^2/(1+a)$ is $a(2+a)/(1+a)^2$. A small deviation from $a_e$ therefore decays at the rate
\begin{equation}
\frac1\tau=k_d\left[1+\frac{(1-a_e)(2+a_e)}{a_e(1+a_e)}\right]
=\frac{2k_d}{a_e(1+a_e)},
\end{equation}
because $a_e(1+a_e)+(1-a_e)(2+a_e)=2$. Thus $\tau=a_e(1+a_e)/(2k_d)$.

As an estimate for the undiluted example, take a barrier equal to $h$ and a rough attempt rate of $10^{13}\ \mathrm{s^{-1}}$. Then $k_d=82\ \mathrm{s^{-1}}$ and $\tau=0.485/k_d=5.9$ ms, well below a chosen residence time of 100 ms. The margin is not secure: a barrier 0.1 eV higher multiplies $\tau$ by $e^{0.1/0.03447}\approx18$ and brings it to about 0.1 s. The attempt rate is uncertain too. With the $K$ used here it implies a recombination rate constant of about $1.5\times10^{-16}\ \mathrm{cm^3/s}$, far below a gas collision rate of order $10^{-10}\ \mathrm{cm^3/s}$. If recombination is faster than this, $\tau$ is shorter in proportion. A barrier equal to $h$ means recombination without a barrier, while $10^{13}\ \mathrm{s^{-1}}$ corresponds to almost no entropy gain at the transition state, against $s=22k$ for the reaction. At the collision rate $\tau$ would be near $10^{-8}$ s, so the estimate is open over many orders of magnitude. With the inputs above $\tau$ also grows on cooling, to 16 ms at 370 K and 47 ms at 340 K. All these values hold at imposed temperature; in an insulated gas at fixed pressure a small deviation decays faster, by the ratio of the total to the frozen heat capacity. For temperature changes much faster than $\tau$, the gas responds with its frozen heat capacity.

\section{How far to trust the numbers}

\textbf{Q.} Your inputs are rough. Does an uncertainty in $h$ enter just through the square?

\textbf{A.} No, it also enters through $K$. For shifts of 0.04 eV that is the larger route. For upward shifts of 0.01 to 0.02 eV the square is the larger one, because the example lies near the maximum of $a(1-a^2)/2$. Hold $s$, $T$ and $p$ fixed and shift $h$ by 0.04 eV. For $h=0.84$ eV, $a=0.805$ and $C_r=7.3$ meV/K; for $h=0.92$ eV, $a=0.391$ and $C_r=10.2$ meV/K. Both lie below the central 10.8 meV/K, by 33 and 6 per cent of it, because the central case sits near the maximum. The two outer values therefore do not bracket the result.

\textbf{Q.} And the real vapour in a real reactor?

\textbf{A.} The example assumed a pure precursor stream at a chosen temperature and pressure. At 400 K, ten carrier molecules per initial dimer halve $C_r$ at the same total pressure, as found above. This is not a general rule: on the cold side, where $a$ stays small, $C_r$ is nearly proportional to $a$, and dilution raises both. The shift of $a$ by gas imperfection matters little here. With a rough second virial coefficient $B=-3000$ \AA$^3$, taken equal for all pairs, $Bp/kT=-7\times10^{-4}$, and the resulting shift of $a$ changes $C_r$ by less than 0.01 per cent. That figure is so small because the example lies near the maximum over pressure, and it does not include the direct correction to the enthalpy. Setting $\Delta c=0$ changes $C_r$ at 460 K by 0.7 per cent. Thermal decomposition and reactions at the walls are left out and not sized. The entropy of dissociation enters $K$ together with the enthalpy: at 400 K an error of 0.1 meV/K in $s$ shifts $h-Ts$ by 0.04 eV, as much as the error in $h$ tried above. At a given temperature and pressure, the enthalpy and entropy of dissociation, the dilution and the dissociation rate are thus the quantities to establish first among those examined here. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
temperature: 400 K
pressure: 10 Torr; p/p0 = 0.01333
dissociation enthalpy h (rough input): 0.88 eV
dissociation entropy (rough input): 1.9 meV/K
thermal energy kT: 0.03447 eV; h/kT = 25.53
frozen c_D, c_M (rough): 2.930, 1.379 meV/K
difference 2c_M-c_D: -0.172 meV/K
equilibrium constant K: 0.03077
dissociated fraction a: 0.6049
factor a(1-a^2)/2: 0.19178
slope da/dT: 0.01224 1/K
reactive C_r per initial dimer: 10.772 meV/K
reactive C_r, converted: 1039 J/(mol K)
reactive C_r in units of k: 125.0
C_r per molecule present: 6.712 meV/K
frozen part: 2.826 meV/K
total C_p: 13.597 meV/K
total C_p from -T d2G/dT2: 13.597 meV/K
largest relative error of C_r in 15 states: 1.7e-07
fluctuation sum, N0 = 4000: variance/N0 = 0.19178
T = 340 K: a = 0.0785, C_r = 3.104, frozen = 2.916 meV/K
T = 370 K: a = 0.2597, C_r = 8.044, frozen = 2.885 meV/K
T = 400 K: a = 0.6049, C_r = 10.772, frozen = 2.826 meV/K
T = 430 K: a = 0.8793, C_r = 4.791, frozen = 2.778 meV/K
T = 460 K: a = 0.9698, C_r = 1.196, frozen = 2.763 meV/K
isotherm maximum at 400 K: a = 0.5774, p = 11.54 Torr
peak at 10 Torr: T = 393.8 K, a = 0.5273, C_r = 11.059 meV/K
area under C_r for constant h: 0.88000 eV
h = 0.84 eV: a = 0.8050, C_r = 7.250 meV/K
h = 0.92 eV: a = 0.3913, C_r = 10.171 meV/K
C_r at 460 K with dc = 0: 1.204 meV/K; change +0.7 %
virial coefficient (rough): -3000 angstrom^3
gas imperfection Bp/kT: -7.2e-04; C_r change via a -0.0035 %
carrier gas, 10 per initial dimer, same total p: a = 0.8856
with carrier gas: factor = 0.09160, C_r = 5.145 meV/K
attempt rate (rough): 1e+13 1/s; k_d = 82 1/s
relaxation time times k_d: formula 0.4853, rate law 0.4853
relaxation time: 5.9 ms; chosen residence time: 100 ms
\end{verbatim}
